# Oatley's Rule for Two Joined Cylinders and the Neglected Beaming

## Problem

A 100 nm thick mask lies on a 100 nm thick film. One straight round hole, 100 nm in diameter, runs through both. Silane, SiH₄, stands above the mask at 100 mTorr and 500 K. Molecules enter the hole, collide with its wall but not with each other, and either reach the floor or leave again through the mouth.

Let $W$ be the probability that an entering molecule reaches the far plane before it leaves through the entrance. Assume a uniform entering stream with a cosine distribution of directions, diffuse (cosine) re-emission from the wall, and no loss at the wall.

(a) Treat mask and film as two tubes in series, derive Oatley's rule, and predict $W$ for the whole hole.

(b) Find $W$ directly from Clausing's integral equation.

(c) Compare the two values and the fluxes of molecules reaching the floor for the first time.

(d) Find what the series rule neglects, and show that it has the right sign and size.

## Hints

1. For (a), follow a molecule back and forth across the joint and sum a geometric series. Note what you assume about its direction at each crossing.
2. For (b), you need the chance that a cosine stream from one disk reaches an equal coaxial disk. Draw the sphere through both rims.
3. For (d), extend a line through the joint both ways. Its backward part says how strongly tube one feeds that line; its forward part says how well tube two passes it.

## Solution

Lengths are in units of the diameter, so each tube has length 1 and the hole has length 2.

### (a) The series rule

Let the tubes have transmissions $W_a$ and $W_b$. A molecule crosses the joint with probability $W_a$ and then passes tube two with probability $W_b$. Otherwise it returns to the joint, with probability $1-W_b$, and tube one sends it forward again with probability $1-W_a$. Hence

$$W=W_aW_b\sum_{k=0}^{\infty}\left[(1-W_a)(1-W_b)\right]^k=\frac{W_aW_b}{W_a+W_b-W_aW_b},$$

because $1-(1-W_a)(1-W_b)=W_a+W_b-W_aW_b$. Inverting,

$$\frac1W=\frac1{W_a}+\frac1{W_b}-1 .$$

The assumption is that $W_a$ and $W_b$, defined for a uniform cosine stream, apply at every crossing. The rule therefore scrambles each molecule's position and direction at the joint. For equal tubes it reads $W=W_1/(2-W_1)$. The value of $W_1$ comes from part (b).

### (b) Clausing's equation

**Disk to disk.** Let the disks be a distance $z$ apart. The sphere through both rims has radius $\rho=\tfrac12\sqrt{1+z^2}$, and each disk closes a cap of height $h=\rho-z/2$. Each line through both disks runs from cap to cap, and conversely, so the caps exchange the same cosine stream as the disks.

On a sphere, a chord of length $s$ makes $\cos\theta=s/2\rho$ with the normal at both ends. The exchange density $\cos^2\theta/(\pi s^2)=1/(4\pi\rho^2)$ is therefore constant. With cap area $2\pi\rho h$ and disk area $\pi/4$,

$$F(z)=\frac{(2\pi\rho h)^2}{4\pi\rho^2}\,\frac{4}{\pi}=4h^2=\left(\sqrt{1+z^2}-z\right)^2 .$$

**Wall to disk.** A molecule from the disk first hits the wall between $z$ and $z+dz$ with probability $F(z)-F(z+dz)=-F'(z)\,dz$. Reciprocity equates area times probability in both directions: $\pi\,dz\,G(z)=\tfrac{\pi}{4}[-F'(z)]\,dz$. Thus

$$G(z)=-\frac{F'(z)}4=\frac{1+2z^2}{2\sqrt{1+z^2}}-z .$$

**Wall to wall.** A wall molecule passes the plane at distance $z$ with probability $G(z)$, so it lands between $z$ and $z+dz$ with probability $K(z)\,dz$, where

$$K(z)=-G'(z)=1-\frac{z(z^2+3/2)}{(1+z^2)^{3/2}} .$$

**The balance.** Let $n(x)\,dx$ be the expected number of wall hits between $x$ and $x+dx$ per entering molecule, with $x$ measured from the entrance of a tube of length $l$. A hit comes straight from the entrance, with density $-F'=4G$, or from another wall point:

$$n(x)=4G(x)+\int_0^l K(|x-x'|)\,n(x')\,dx' .$$

The far plane is reached directly or from the wall:

$$W=F(l)+\int_0^l n(x)\,G(l-x)\,dx .$$

Replacing the integrals by Gauss–Legendre sums with 200 points turns this into a linear system. Since $K$ has a cusp at $x'=x$, write $n(x')=[n(x')-n(x)]+n(x)$ under the integral. The sum is then needed only for the bracket, because $\int_0^lK(|x-x'|)\,dx'=1-G(x)-G(l-x)$ is known exactly. The system gives

$$W_1=W(l=1)=0.5142,\qquad W(l=2)=0.3566 .$$

### (c) Comparison

The series rule predicts

$$W_{\rm O}=\frac{0.51423}{2-0.51423}=0.3461 .$$

This is 0.0105 below the Clausing value, an error of −2.9% relative to that value.

The flux striking the mouth is $\Gamma=p/\sqrt{2\pi mk_BT}$. For a molecular mass of 32.117 u it is $2.772\times10^{19}$ cm⁻² s⁻¹. The first-arrival fluxes are

$$2.772\times10^{19}\times0.3461=9.59\times10^{18}\ \text{cm}^{-2}\,\text{s}^{-1}$$

by the series rule, and

$$2.772\times10^{19}\times0.3566=9.88\times10^{18}\ \text{cm}^{-2}\,\text{s}^{-1}$$

by Clausing's equation. If the floor does not react, the total flux on it is larger, since molecules return to it.

### (d) What the joint remembers

**Counting crossings.** Let $q_k$ be the probability that a molecule crosses the joint at least $k$ times. It leaves at the far end if its number of crossings is odd. The probability of exactly $k$ crossings is $q_k-q_{k+1}$, so

$$W=(q_1-q_2)+(q_3-q_4)+\dots=q_1-q_2+q_3-q_4+\dots$$

This holds without scrambling. Up to the first crossing a molecule knows nothing of tube two, so $q_1=W_1$. Scrambling would give $q_k=W_1(1-W_1)^{k-1}$. Solving the wall balance separately in each half, and passing the crossing molecules on with their true landing points, gives:

| $k$ | true $q_k$ | scrambled $q_k$ |
|---|---|---|
| 1 | 0.5142 | 0.5142 |
| 2 | 0.2380 | 0.2498 |
| 3 | 0.1214 | 0.1213 |
| 4 | 0.0619 | 0.0589 |

The true alternating sum is 0.3566, as in part (b). The first difference is in $q_2$: fewer molecules turn back after their first crossing. The chance that a first crosser passes tube two without turning back is

$$a=1-\frac{q_2}{q_1}=1-\frac{0.23803}{0.51423}=0.5371,$$

against 0.5142 for a cosine stream.

**Why $a$ differs from $W_1$.** Let $\varphi(x)$ be the probability that a molecule leaving the wall at distance $x$ from the joint exits through the outer end of its own tube before crossing the joint. Then

$$\varphi(x)=G(1-x)+\int_0^1K(|x-x'|)\,\varphi(x')\,dx' .$$

With distance now measured from the joint, the hit density in tube one obeys the same equation multiplied by 4, so $n=4\varphi$. If both ends of the tube were fed equally, $n$ would be 4 everywhere and the stream at the joint would be a cosine stream. The true stream from a wall point is therefore $\varphi$ times the cosine stream.

Now take a line through the joint. Set $\Phi_f=\varphi(x_f)$ if its forward part hits the wall of tube two at depth $x_f$, and $\Phi_f=1$ if it runs straight out. Define $\Phi_b$ likewise for its backward part in tube one. With $\langle\cdot\rangle$ the average over a uniform cosine stream at the joint,

$$\langle\Phi_b\rangle=\langle\Phi_f\rangle=W_1,\qquad W_1a=\langle\Phi_b\Phi_f\rangle .$$

Subtracting $W_1^2$ gives

$$a-W_1=\frac{\langle\Phi_b\Phi_f\rangle-\langle\Phi_b\rangle\langle\Phi_f\rangle}{W_1} .$$

The series rule thus drops a covariance at the first crossing.

**Beaming makes a positive contribution.** First, $\varphi$ rises with $x$. Differentiate its equation, use $\partial_xK=-\partial_{x'}K$, and integrate by parts:

$$\varphi'(x)=K(1-x)[1-\varphi(1)]+K(x)\varphi(0)+\int_0^1K(|x-x'|)\,\varphi'(x')\,dx' .$$

The source terms are positive, and iteration with the positive kernel $K$ keeps the solution positive. For a given position and azimuth, a line closer to the axis direction meets both walls farther from the joint. It is both better fed by tube one and better passed by tube two. This is beaming.

A simulation of 600,000 trajectories shows it: the mean cosine to the axis is about 0.74 in the stream leaving tube one, against exactly 2/3 in the entering stream.

**Position and azimuth take part of it back.** The simulated exit stream was sent into tube two in three ways, with a standard error of about 0.001 in each result:

- unchanged, it passes with probability 0.537;
- with polar angles kept but positions and azimuths redrawn, 0.577;
- with positions kept but directions redrawn from the cosine law, 0.517.

Beaming in angle alone would raise the passage by 0.063 above $W_1$, but the real stream gains 0.023. So the remaining correlations are negative on balance. One source of them is visible in the geometry. On a chord of given length and slope, a molecule that left the wall far behind the joint has little of the chord left, and lands early in tube two. Since $\varphi$ rises with $x$, tube one favours just these molecules.

**The stream turned back.** A cosine stream entering a tube from the joint is reflected with probability $r=1-W_1=0.4858$. Transmitted and reflected streams add up to a cosine stream when both sides are fed equally, so the reflected stream has weight $1-\Phi$. The probability of two successive reflections is

$$m=\langle(1-\Phi_b)(1-\Phi_f)\rangle=1-2W_1+W_1a .$$

Hence $m-r^2=W_1a-W_1^2=W_1(a-W_1)$, the same covariance. Numerically $m=0.2477$ and $r^2=0.2360$. A reflected molecule is reflected again with probability $m/r=0.510$, against 0.486 for a fresh one.

**How much of the gap this explains.** Correct only the first entry into tube two, and scramble at all later crossings. A scrambled forward crosser finally reaches the far end with probability $E$, where

$$E=W_1+(1-W_1)^2E\quad\Rightarrow\quad E=\frac{W_1}{1-(1-W_1)^2}=\frac1{2-W_1} .$$

The whole probability becomes

$$W=W_1\left[a+(1-a)(1-W_1)E\right]=\frac{W_1(1+a-W_1)}{2-W_1} .$$

Inserting the numbers,

$$W=\frac{0.51423\times1.02288}{1.48577}=0.3540 .$$

This closes 76% of the gap. The remaining 24% comes from memory at later crossings.

### How the model stands beside a real hole

The pressure, temperature and molecular diameter of 0.5 nm are rough values for plasma deposition from silane. An aspect ratio of 2 is small beside deep etched holes, whose ratios reach tens.

The mean free path is about $4.7\times10^5$ nm. In a hole of depth $L$ fed equally at both ends, the gas content divided by the entry rate gives a mean path of $2L$ per visit, here 400 nm. The chance of a gas collision is then about $9\times10^{-4}$, so free-molecular flow is a good assumption. The finite molecular size lowers $W$ by about 0.001.

Shape and surface matter more. With the depth fixed, a hole 5 nm narrower has $W=0.346$, a shift as large as the error of the series rule. If 10% of wall collisions were mirror-like, an illustrative figure, $W$ would rise to about 0.39. Real holes are also tapered and rough, which is not modelled here. For molecules that the wall seldom consumes, the series rule is therefore adequate for an estimate at this aspect ratio, unless diameter and wall scattering are known well enough for a 3% error to matter.

## Variation 1: other lengths

*Join two tubes of length-to-diameter ratio 2. Does the error grow without limit as the tubes lengthen?*

Each tube now has $W=0.3566$, so the rule gives $0.35657/(2-0.35657)=0.2170$. Clausing's equation for $l=4$ gives 0.2253, and the relative error is −3.7%. For pairs with ratios 0.5, 1, 2, 5 and 10 the errors are −1.6, −2.9, −3.7, −3.5 and −2.7%. Among these cases the error is largest in size at ratio 2.

Both limits are understandable. In a very short tube a fraction $1-F(l)\approx2l$ of the molecules hits the wall, and half of these go on, so $W\approx1-l$. The rule then gives $(1-l)/(1+l)\approx1-2l$, which is correct to first order for the doubled length. In a very long tube transport is diffusive and $W\approx C/l$ to leading order, with $C$ a constant. The rule gives $1/W\approx2l/C-1$, which agrees to leading order with the true $1/W\approx2l/C$ of the doubled tube, so the relative error tends to zero. It does so slowly. The excess of the rule's $1/W$ over the true one keeps growing (0.085, 0.47 and 1.06 for ratios 1, 10 and 100), only more slowly than $l$; the relative error is still −1.1% at ratio 50 and −0.7% at ratio 100.

## Variation 2: a wall that consumes molecules

*Let each wall hit remove a molecule with probability $s$. What changes?*

Only the fraction $1-s$ of the hits leads to re-emission:

$$n(x)=4G(x)+(1-s)\int_0^lK(|x-x'|)\,n(x')\,dx',$$

$$W=F(l)+(1-s)\int_0^ln(x)\,G(l-x)\,dx .$$

For $l=2$, $s=0.001$ gives $W=0.355$, and $s=0.1$ gives $W=0.237$. The larger value illustrates a reactive radical rather than silane itself.

The series rule must change as well, because a molecule that fails to pass need not return. If each tube transmits $T$ and reflects $R$ of a cosine stream, with $R<1-T$, the bounce sum becomes

$$W=T^2\sum_{k=0}^{\infty}R^{2k}=\frac{T^2}{1-R^2} .$$

Setting $R=1-T$ recovers $T/(2-T)$. The modified rule still scrambles the molecules at the joint, so it does not restore the memory found in part (d). Its error grows with the loss: for two tubes of length 1 it is −3.0% at $s=0.001$, −5.4% at $s=0.1$ (0.224 against 0.237), −14% at $s=0.3$, and −47% at $s=1$, where the rule gives $F(1)^2=0.029$ against $F(2)=0.056$. The 3% figure therefore does not carry over to reactive radicals.
